\section*{Final density of nuclei at constant nucleation rate and island speed, part 2}

A film grows from islands on an infinite, uniform substrate, bare at time $t=0$. Nuclei of zero size appear at random at the constant rate $J$ per unit of bare area and time, and each at once becomes a disc whose radius grows at the constant speed $g$. Where discs meet, the shared front stops. The density sought, $N$, is the total number of nuclei ever formed per total substrate area. Time is measured in cycles. For hemispherical islands, $g$ is also the thickness added per cycle on the island's own surface.

Let independent attempts at nucleation fall on the whole plane at rate $J$. An attempt at position $\mathbf y$ and time $s$ is real if no earlier real island covers $\mathbf y$ at time $s$, and a phantom otherwise. Phantoms are given growing discs too, but at equal speeds these never leave the real island in which they were born (its host), so the covered area is unchanged.

A point $\mathbf x$ is bare at time $t$ if the space-time cone $|\mathbf x-\mathbf y|<g(t-s)$, $0<s<t$, contains no attempt. The expected number of attempts in it, the extended coverage, is $\kappa t^3$ with $\kappa=\pi Jg^2/3$. The bare fraction is therefore $B(t)=e^{-\kappa t^3}$, and the coverage is $1-B$. Only real nuclei are counted, so $dN/dt=JB$ and
\begin{equation}
N=J\int_0^\infty e^{-\kappa t^3}\,dt .
\label{eq:integral}
\end{equation}
With the natural length $\ell=(g/J)^{1/3}$ and time $T=(Jg^2)^{-1/3}$, this gives
\begin{equation}
N=\frac{C}{\ell^2}=C\left(\frac{J}{g}\right)^{2/3},
\label{eq:scaling}
\end{equation}
where $C=0.879$. This is the ideal model, and its $N$ is the ideal value.

The example of part (f) is iridium on an oxide, with the rough values $g=0.05$ nm/cycle and $J=10^{-4}\ \mathrm{nm^{-2}\,cycle^{-1}}$. They give $N=0.0140\ \mathrm{nm^{-2}}$, $\ell=7.9$ nm and $T=159$ cycles. The formulas are now tested by simulation, and the assumptions of the model are relaxed.

\subsection*{(g) Should the exponent contain real nuclei alone?}

Phantoms do not exist, so one might put only real nuclei into the extended coverage. Find the equation that follows, show the direction of the error, and decide the matter by a direct simulation.

\textbf{Solution.} Let $Y(t)$ be the extended coverage of real nuclei, and assume that the bare fraction is $e^{-Y}$. Then
\begin{equation}
Y(t)=\pi g^2\int_0^tJe^{-Y(s)}(t-s)^2\,ds .
\end{equation}
Differentiate three times. The terms from the upper limit vanish in the first two steps, because the integrand contains a factor $t-s$ that is zero there:
\begin{align}
Y'&=2\pi g^2\int_0^tJe^{-Y(s)}(t-s)\,ds,\nonumber\\
Y''&=2\pi g^2\int_0^tJe^{-Y(s)}\,ds,\qquad
Y'''=2\pi Jg^2e^{-Y}.
\end{align}
For $t>0$ one has $e^{-Y}<1$, so $Y''<2\pi Jg^2t$. Two integrations from zero give $Y<\pi Jg^2t^3/3=\kappa t^3$. The bare fraction comes out too large, and so does the density. Numerical solution gives the constant $0.897$ instead of $0.879$.

The fault lies in the exponential. It was derived for independent attempts. Real nuclei are not independent, since each one forbids others in its neighbourhood, and the expected number in the cone no longer fixes the probability that the cone is empty.

The simulation uses neither formula. Attempts are scattered over a periodic square of side 200 nm with the $J$ and $g$ of part (f), and each is accepted only if no earlier accepted island covers it. The mean over 50 squares is $N=0.01395\pm0.00006\ \mathrm{nm^{-2}}$, where the uncertainty, here and below, is one standard error. This corresponds to a constant of $0.8785$. It agrees with $0.879$ and lies about five standard errors below $0.897$.

The same runs test the course in time. At 120 cycles the formulas give a density of $0.0108\ \mathrm{nm^{-2}}$ and a coverage of $0.364$; the simulation gives $0.01075\pm0.00006\ \mathrm{nm^{-2}}$ and $0.366\pm0.004$. With $J$ raised eightfold, $N$ should rise by the factor 4 to $0.0558\ \mathrm{nm^{-2}}$, and $0.0557\pm0.0003\ \mathrm{nm^{-2}}$ is found. With $g$ raised eightfold instead, $N$ should fall by the factor 4 to $0.00349\ \mathrm{nm^{-2}}$, and $0.00343\pm0.00005\ \mathrm{nm^{-2}}$ is found.

\subsection*{(h) What if islands block more, or less, than their growing disc?}

Nuclei may be born with a finite radius $a$, where only the centre of a new nucleus has to lie on bare area, or an island may collect the material around it and leave a denuded rim of width $a$ in which nothing nucleates. In both cases an island of age $q$ excludes nucleation within $a+gq$. Conversely, a young island may need a time $\tau$ before it starts to spread. Find the effect of $a$ and of $\tau$.

\textbf{Solution.} Begin with the margin $a$. The excluded area lies inside the union of the enlarged discs of all attempts, phantoms included. The probability that a point is open to nucleation is thus at least the probability that no enlarged disc reaches it. The expected number of attempts that do so is
\begin{align}
\pi J\int_0^t(a+gq)^2\,dq
&=\frac{\pi J}{3g}\left[(a+gt)^3-a^3\right]\nonumber\\
&=\kappa t^3+\pi Jgat^2+\pi Ja^2t .
\end{align}
This gives the lower limit
\begin{equation}
N_a\ge J\int_0^\infty
\exp\left(-\kappa t^3-\pi Jgat^2-\pi Ja^2t\right)dt .
\label{eq:lower}
\end{equation}
It is a limit and not an equality, because a phantom born near the edge of the excluded area now protrudes from it by up to $a$.

An upper limit is the ideal $N$. To see this, let $\mathbf x$ be covered in the ideal model at time $t$ by an attempt at $(\mathbf y,s)$. If this attempt is real in the model with margin, its larger disc excludes $\mathbf x$. If it is not, a real island born at $(\mathbf y',s')$ has $|\mathbf y-\mathbf y'|<a+g(s-s')$, and the triangle inequality gives $|\mathbf x-\mathbf y'|<a+g(t-s')$, so $\mathbf x$ is excluded again. The margin can only enlarge the forbidden area, and $N_a\le N$.

For small $a$, expand Eq.~\eqref{eq:lower} to first order. With $\int_0^\infty t^2e^{-\kappa t^3}dt=1/(3\kappa)=1/(\pi Jg^2)$,
\begin{equation}
N_a\gtrsim N-J\,\pi Jga\,\frac{1}{\pi Jg^2}=N-\frac{Ja}{g}.
\end{equation}
The margin acts like a head start of $a/g$ cycles for each island.

For a birth radius of $0.3$ nm, Eq.~\eqref{eq:lower} allows a reduction of at most 4.3\,\%. For a rim of 2 nm, one quarter of $\ell$, the lower limit is $0.01014\ \mathrm{nm^{-2}}$. The simulation gives $0.01016\pm0.00007\ \mathrm{nm^{-2}}$, which is 27\,\% below the ideal value. The protruding phantoms place the true value above the limit by an amount of order $10^{-4}\ \mathrm{nm^{-2}}$, which this run is too coarse to resolve.

Now take the lag $\tau$ with $a=0$. A phantom remains harmless: its disc reaches $g(t-s-\tau)$ from a centre that lies within $g(s-s'-\tau)$ of the host's centre, and the sum $g(t-s'-2\tau)$ is less than the host's radius $g(t-s'-\tau)$. The cone is therefore merely shifted in time. Nothing is covered before $\tau$, and afterwards $B=e^{-\kappa(t-\tau)^3}$:
\begin{equation}
N_\tau=J\int_0^\tau dt+J\int_\tau^\infty e^{-\kappa(t-\tau)^3}dt=J\tau+N .
\end{equation}
A lag of 20 cycles adds $0.002\ \mathrm{nm^{-2}}$, or 14\,\%, and gives $0.0160\ \mathrm{nm^{-2}}$; the simulation yields $0.0161\pm0.0002\ \mathrm{nm^{-2}}$.

\subsection*{(i) What if nucleation sites run out, or act in pulses?}

First let nucleation need special sites, scattered at random with density $n$ and each activated at the rate $w=J/n$. Then let nucleation occur once per cycle instead of continuously. Find the leading change of $N$ in each case.

\textbf{Solution.} A site is still unused at time $t$ with probability $e^{-wt}$, so attempts arrive at the rate $nwe^{-wt}=Je^{-wt}$. They remain independent, because the sites are. The reduced rate enters both the count and the exponent:
\begin{equation}
N_n=\int_0^\infty Je^{-wt}
\exp\left[-\pi g^2\int_0^tJe^{-ws}(t-s)^2ds\right]dt .
\label{eq:sites}
\end{equation}
For small $w$ use $e^{-ws}\approx1-ws$ and $\int_0^ts(t-s)^2ds=t^4/12$. As $\pi Jg^2=3\kappa$, the exponent becomes $-\kappa t^3+\kappa wt^4/4$, and
\begin{equation}
N_n\approx J\int_0^\infty e^{-\kappa t^3}
\left(1-wt+\frac{\kappa w}{4}t^4\right)dt .
\end{equation}
Integration by parts gives $\int_0^\infty\kappa t^4e^{-\kappa t^3}dt=\frac23\int_0^\infty te^{-\kappa t^3}dt$. Let $\bar t=\int_0^\infty tB\,dt/\int_0^\infty B\,dt$ be the mean birth time of real nuclei in the ideal model. The relative change is then
\begin{equation}
\frac{N_n-N}{N}\approx-w\bar t+\frac{w\bar t}{6}=-\frac56\,\frac{J\bar t}{n}.
\end{equation}
The second term is positive because fewer islands also leave more bare area.

For $n=1\ \mathrm{nm^{-2}}$, Eq.~\eqref{eq:sites} gives a change of $-0.66$\,\%. Inserted in the leading formula, this means $\bar t\approx79$ cycles. For $n=0.05\ \mathrm{nm^{-2}}$, as might apply if only defects nucleate, the full integral gives $0.0123\ \mathrm{nm^{-2}}$, a change of $-12$\,\%; the simulation, which thins the attempts by the same factor $e^{-wt}$ and so tests the geometry but not this factor, gives $0.0121\pm0.0002\ \mathrm{nm^{-2}}$.

For pulses, let a density $J\Delta$ of attempts arrive together at the times $0,\Delta,2\Delta,\dots$. At pulse number $n_p$ the earlier discs have the radii $g\Delta k$ with $k=1,\dots,n_p$, hence
\begin{equation}
N_\Delta=J\Delta\sum_{n_p=0}^{\infty}
\exp\left(-3\kappa\Delta^3\sum_{k=1}^{n_p}k^2\right).
\end{equation}
With $m=n_p+\frac12$, the sum of squares is
\begin{equation}
\frac{n_p(n_p+1)(2n_p+1)}{6}=\frac{m^3}{3}-\frac{m}{12}.
\end{equation}
The exponent is therefore $-\kappa t_m^3+\kappa\Delta^2t_m/4$ with $t_m=m\Delta$, the middle of the interval. The first term alone gives the midpoint rule for the integral of $e^{-\kappa t^3}$. Its error of order $\Delta^2$ is proportional to the difference of the slopes at the two ends, and both slopes vanish. What remains is
\begin{equation}
\frac{N_\Delta-N}{N}\approx\frac{\kappa\Delta^2\bar t}{4}.
\end{equation}
For one-cycle pulses the full sum gives $0.0005$\,\%, which is negligible. For $\Delta=40$ cycles it gives $0.0141\ \mathrm{nm^{-2}}$, and the simulation gives $0.0140\pm0.0001\ \mathrm{nm^{-2}}$. This run is too coarse to resolve the small shift, but it rules out a shift of half a pulse, $J\Delta/2=0.002\ \mathrm{nm^{-2}}$.

\subsection*{(j) What if the islands grow at different speeds?}

Let half of the islands, chosen at random, grow at $0.7g$ and half at $1.3g$, so that the mean speed is unchanged. Find a lower limit for $N$ and compare it with simulation.

\textbf{Solution.} Phantoms can now escape from slower hosts. Of 6000 random points examined at $t=T$, 5 were covered by phantoms alone; at equal speeds there were none. In addition, a fast island cannot pass through a slow one, so the area behind the slow island is shielded, and the real islands may cover less than their full discs. The discs of all attempts thus cover at least as much as the real islands, and they give a lower limit. In their extended coverage $g^2$ is replaced by its mean, $\frac12(0.49+1.69)g^2=1.09g^2$. Since $N\propto(g^2)^{-1/3}$,
\begin{equation}
N_{\rm mixed}\ge1.09^{-1/3}N=0.972\,N .
\end{equation}
The simulation lets the discs expand through each other and so leaves out the shielding. It gives $0.0136\pm0.0001\ \mathrm{nm^{-2}}$, a change of $-2.3$\,\% with a standard error of 0.9\,\% of $N$, which cannot be told from the limit of $-2.8$\,\%. The fast islands gain more area than the slow ones lose, but for this spread of speeds, and without shielding, the effect on $N$ is small.

\subsection*{(k) What does the result say about a real film?}

Compare the example with iridium deposition, and state what a measured density can reveal.

\textbf{Solution.} A growth of about 0.05 nm per cycle is typical of iridium processes, as a rough figure. The nucleation rate depends strongly on the oxide, its pretreatment and the precursor; the value of $J$ was chosen to give a density of order $10^{12}\ \mathrm{cm^{-2}}$, a plausible size for a noble metal on an oxide. The margins, lags and site densities above are illustrative and not measured. For these numbers the largest departure comes from the denuded rim ($-27$\,\%), followed by the growth lag ($+14$\,\%) and scarce sites ($-12$\,\%). They have different signs, and their joint effect was not computed. Migration of whole islands, ripening and the fusion of small islands into one grain are left out. They can remove grains, but they can also free substrate for new nuclei; this model does not give the net change.

A measured $N$ determines only the ratio $J/g=(N/C)^{3/2}$. If $g$ is known independently, $J$ follows, with a relative error $\frac32$ times that of $N$ when the error is small. A neglected effect enters in the same way. With the 2 nm rim, the ideal formula would return about $(1-0.27)^{3/2}$, that is 0.62 to 0.63, of the true nucleation rate. A second measurement, the coverage at a known time, gives $Jg^2$ through $B(t)$ and so separates $J$ from $g$. If the $g$ found in this way disagrees with the growth per cycle by more than the measurement errors allow, at least one assumption fails: the islands may not be hemispheres, or one of the effects of parts (h) to (j) may be at work. Agreement does not confirm the model, because $g=[Jg^2/(J/g)]^{1/3}$ responds only weakly to errors in the two combinations. With the scarce sites of part (i) and the coverage taken at 120 cycles, the inferred $g$ is only 5\,\% too high while the inferred $J$ is 14\,\% too low. The numerical output below lists the values used here.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Gamma(4/3): 0.89298
(3/pi)^(1/3): 0.984745
constant C: 0.879357
nucleation rate J: 0.0001 nm^-2 cycle^-1
radial speed g: 0.05 nm/cycle
J/g: 0.002 nm^-3
natural length: 7.937 nm
natural time: 158.7 cycles
final density N: 0.01396 nm^-2
final density N: 1.396e+12 cm^-2
spacing 1/sqrt(N): 8.464 nm
cycles to 99 % coverage: 260.1 cycles
oldest island radius then: 13 nm
all attempts by then: 0.02601 nm^-2
real nuclei by then: 0.01394 nm^-2
phantoms by then: 0.01206 nm^-2
phantom share by then: 46.4 %
simulated N: 0.01395 +- 0.00006 nm^-2
simulated constant: 0.8785
constant, real nuclei only in exponent: 0.897
intermediate time: 120 cycles
density then, formula: 0.0108 nm^-2
density then, simulated: 0.01075 +- 0.00006 nm^-2
coverage then, formula: 0.3639
coverage then, simulated: 0.3655 +- 0.0036
N at 8J, formula: 0.05584 nm^-2
N at 8J, simulated: 0.05574 +- 0.00033 nm^-2
N at 8g, formula: 0.00349 nm^-2
N at 8g, simulated: 0.00343 +- 0.00005 nm^-2
probes changed by phantoms, equal speeds: 0 of 6000
probes changed, speeds 0.7g and 1.3g: 5 of 6000
birth radius: 0.3 nm
largest change from it: -4.29 %
denuded rim: 2 nm
N with rim, lower limit: 0.01014 nm^-2
N with rim, simulated: 0.01016 +- 0.00007 nm^-2
change from rim, simulated: -27.2 %
growth lag: 20 cycles
N with lag, formula: 0.01596 nm^-2
N with lag, simulated: 0.01611 +- 0.00015 nm^-2
change from lag: 14.3 %
change from one-cycle pulses: 0.000517 %
coarse pulse interval for test: 40 cycles
N with coarse pulses, formula: 0.01408 nm^-2
N with coarse pulses, simulated: 0.01400 +- 0.00013 nm^-2
few sites: 0.05 nm^-2
N with few sites, formula: 0.01225 nm^-2
N with few sites, simulated: 0.01213 +- 0.00015 nm^-2
change from few sites: -12.2 %
many sites: 1 nm^-2
change from many sites: -0.656 %
N with speeds 0.7g and 1.3g, simulated: 0.01364 +- 0.00012 nm^-2
change from unequal speeds: -2.3 %
factor in N when J doubles: 1.587
\end{verbatim}
